# Counting the real UHF solutions of stretched minimal-basis H2

## Problem

Describe H2 with one real 1s function on each atom. Let \(g\) and \(u\) be the normalized even and odd combinations. Put one electron of each spin into the real orbitals

\[
\phi_\alpha=\cos\tfrac x2\,g+\sin\tfrac x2\,u,\qquad
\phi_\beta=\cos\tfrac y2\,g+\sin\tfrac y2\,u .
\]

Adding \(2\pi\) to \(x\) or \(y\) reverses the sign of an orbital, which does not change the physical state. The determinants with \(M_S=0\) therefore form a torus, with \(x\) and \(y\) each of period \(2\pi\). Complex orbitals, orbitals of mixed spin and determinants with \(M_S=\pm1\) are excluded.

Write \((ij|kl)\) for the Coulomb repulsion between the charge distributions \(ij\) and \(kl\), with \(J_{ij}=(ii|jj)\), and define

\[
D=\frac{h_{uu}-h_{gg}}2+\frac{J_{uu}-J_{gg}}4,\quad
X=\frac{J_{gg}+J_{uu}-2J_{gu}}4,\quad K=(gu|gu).
\]

1. Find the energy \(E(x,y)\), and interpret \(D\), \(X\) and \(K\) in localized orbitals.
2. "Long bond" shall mean \(D>0\) and \(K>D+X\). Find all stationary points in this regime.
3. Find the index of each point, that is, its number of negative Hessian eigenvalues. Compute (minima) − (saddles) + (maxima), and explain its value from the topology of the torus.
4. What happens to the points as the bond is shortened?
5. Evaluate the results for STO-3G at a bond length of 4.0 bohr.

## Solution

### 1. The energy surface

Electrons of opposite spin have no exchange energy, so

\[
E=E_{\rm nuc}+\langle\phi_\alpha|h|\phi_\alpha\rangle+\langle\phi_\beta|h|\phi_\beta\rangle+(\phi_\alpha\phi_\alpha|\phi_\beta\phi_\beta).
\]

With \(\cos^2\frac x2=\frac{1+\cos x}2\), \(\sin^2\frac x2=\frac{1-\cos x}2\) and \(2\sin\frac x2\cos\frac x2=\sin x\), the α density is

\[
\phi_\alpha^2=M+N\cos x+T\sin x,\qquad
M=\tfrac{g^2+u^2}2,\quad N=\tfrac{g^2-u^2}2,\quad T=gu .
\]

The β density has the same form in \(y\). \(M\) and \(N\) are even under reflection and \(T\) is odd, so \((M|T)=(N|T)=0\). The other repulsions are

\[
(M|M)=\tfrac{J_{gg}+J_{uu}+2J_{gu}}4,\quad (M|N)=\tfrac{J_{gg}-J_{uu}}4,\quad (N|N)=X,\quad (T|T)=K .
\]

Since \(h_{gu}=0\) by parity, the α one-electron energy is \(\frac{h_{gg}+h_{uu}}2+\frac{h_{gg}-h_{uu}}2\cos x\). The total coefficient of \(\cos x+\cos y\) is \(\frac{h_{gg}-h_{uu}}2+(M|N)=-D\). Hence

\[
E=E_0-D(\cos x+\cos y)+X\cos x\cos y+K\sin x\sin y, \tag{1}
\]

with \(E_0=E_{\rm nuc}+h_{gg}+h_{uu}+(M|M)\). Both \(X\) and \(K\) are Coulomb self-energies of charge distributions, so neither is negative.

The localized orbitals \(a,b=(g\pm u)/\sqrt2\) satisfy \(a^2=M+T\), \(b^2=M-T\) and \(ab=N\). Therefore

\[
X=(ab|ab),\quad K=\tfrac12[(aa|aa)-(aa|bb)],\quad D=-h_{ab}-(aa|ab).
\]

\(D\) is an effective hopping strength, \(X\) an interatomic exchange integral, and \(K\) half the excess of the on-site over the intersite repulsion. As the atoms separate, \(ab\) vanishes everywhere, so \(D\) and \(X\) tend to zero, while \(K\) tends to \((aa|aa)/2\). The inequality \(K>D+X\) then holds.

### 2. All stationary points

Each spin has one occupied and one virtual orbital. Changing \(x\) by \(dx\) mixes \(\frac12dx\) of the virtual orbital into \(\phi_\alpha\), so \(\partial E/\partial x\) is the occupied–virtual element of the α Fock matrix; the same holds for \(y\) and β. The stationary points of (1) are thus the solutions of the UHF equations, provided the occupied orbital is not required to be the lower eigenvector of its Fock matrix. (At the ionic points found below it is the upper one, by 0.28 hartree in the example of part 5.)

Set \(x=p+q\) and \(y=p-q\). Then

\[
\cos x+\cos y=2\cos p\cos q,
\]
\[
\cos x\cos y=\cos^2p+\cos^2q-1,\qquad \sin x\sin y=\cos^2q-\cos^2p,
\]

and (1) becomes

\[
E=E_0-X-2D\cos p\cos q+(X-K)\cos^2p+(X+K)\cos^2q. \tag{2}
\]

The two derivatives factorize:

\[
\partial_pE=2\sin p\,[D\cos q+(K-X)\cos p]=0,
\]
\[
\partial_qE=2\sin q\,[D\cos p-(K+X)\cos q]=0 .
\]

A shift of \(x\) or \(y\) by \(2\pi\) shifts both \(p\) and \(q\) by \(\pi\) in magnitude. So \((p,q)\) and \((p+\pi,q+\pi)\) are the same torus point. There are four cases.

- **Both sines vanish.** The distinct points are \((x,y)=(0,0)\), the determinant \(g^2\), and \((\pi,\pi)\), the determinant \(u^2\).
- **Only \(\sin p\) vanishes.** The identification allows \(p=0\), so \(y=-x\) and \(\cos x=D/(K+X)\). This lies between 0 and 1, giving two points, \(x=\pm x_s\).
- **Only \(\sin q\) vanishes.** Take \(q=0\), so \(y=x\) and \(\cos x=-D/(K-X)\). This lies between −1 and 0 because \(K-X>D\), giving two points, \(x=\pm x_i\).
- **Neither vanishes.** Both brackets must be zero. They form a linear system for \(\cos p\) and \(\cos q\) with determinant \(-(D^2+K^2-X^2)\), which is nonzero because \(K>X\). Hence \(\cos p=\cos q=0\), which gives \((0,\pi)\) and \((\pi,0)\), the determinants \(gu\) and \(ug\).

The total is eight.

To interpret them, note that \(\phi_\alpha\) has weights \((1\pm\sin x)/2\) on \(a\) and \(b\). These orbitals are the symmetrically orthogonalized 1s functions, so assigning each to its atom gives Löwdin populations; another partition would change the numbers slightly. With this assignment, the difference in electron number between the atoms is \(\sin x+\sin y\), and the difference in spin population (α minus β) is \(\sin x-\sin y\). The points with \(y=-x\neq0,\pi\) are spin-polarized and neutral; those with \(y=x\neq0,\pi\) are ionic.

The orbital overlap is \(\cos\frac{x-y}2\). The antisymmetric part of the product \(\phi_\alpha(1)\phi_\beta(2)\) has weight \(\frac12\sin^2\frac{x-y}2\). It belongs to the triplet, for which \(S(S+1)=2\), so \(\langle S^2\rangle=\sin^2\frac{x-y}2\).

### 3. Indices and their alternating sum

From (1),

\[
E_{xx}=D\cos x-X\cos x\cos y-K\sin x\sin y,
\]
\[
E_{xy}=X\sin x\sin y+K\cos x\cos y,
\]

and \(E_{yy}\) follows by exchanging \(x\) and \(y\). Where \(y=\pm x\), \(E_{xx}=E_{yy}\) and the eigenvalues are \(E_{xx}\pm E_{xy}\). Write \(c=\cos x\).

**\(g^2\) and \(u^2\).** The eigenvalues are \(D-X\pm K\) and \(-D-X\pm K\). The long-bond condition makes one of each pair negative and the other positive, so both points are saddles.

**\(gu\) and \(ug\).** The diagonal elements are \(X+D\) and \(X-D\), and the off-diagonal element is \(-K\). The eigenvalues \(X\pm\sqrt{D^2+K^2}\) have opposite signs because \(K>X\). Both points are saddles.

**Spin-polarized points.** Here \(\sin x\sin y=-(1-c^2)\) and \((K+X)c=D\), so

\[
E_{xx}+E_{xy}=Dc+K-X=\frac{D^2+K^2-X^2}{K+X}>0,
\]
\[
E_{xx}-E_{xy}=Dc+(K+X)(1-2c^2)=\frac{(K+X)^2-D^2}{K+X}>0 .
\]

Both are minima.

**Ionic points.** Here \(\sin x\sin y=1-c^2\) and \((K-X)c=-D\), so

\[
E_{xx}+E_{xy}=Dc+(K-X)(2c^2-1)=-\frac{(K-X)^2-D^2}{K-X}<0,
\]
\[
E_{xx}-E_{xy}=Dc-K-X=-\frac{D^2+K^2-X^2}{K-X}<0 .
\]

Both are maxima. The alternating sum is

\[
2-4+2=0 .
\]

**Why it is zero.** Follow the direction of \(\nabla E\) once counterclockwise around a small circle centred on a nondegenerate stationary point. Along the Hessian's eigenvectors the field is \((\lambda_1\delta_1,\lambda_2\delta_2)\) to leading order. If the eigenvalues have equal signs, it turns once counterclockwise; if they have opposite signs, once clockwise. The winding number is thus \(+1\) at a minimum or maximum and \(-1\) at a saddle. On a small enough circle the higher-order terms cannot change it.

Now cut the torus open into a square whose boundary avoids the stationary points. Opposite sides carry the same field and are traversed in opposite senses, so the winding around the boundary is zero. The boundary can be deformed, without crossing a zero of \(\nabla E\), into small circles around the stationary points joined by cuts traversed both ways. The local windings therefore add to zero.

This is the torus's Euler characteristic: a periodic \(N\times N\) square mesh has \(N^2\) vertices, \(2N^2\) edges and \(N^2\) faces, and \(N^2-2N^2+N^2=0\).

A zero sum does not prove that a list is complete, since omitting one minimum and one saddle would leave it unchanged. Completeness comes from the four cases in part 2.

### 4. Shortening the bond

Suppose \(D\) grows relative to \(K\), with \(K>X\) until the second merger below.

At \(D=K-X\), the ionic points reach \(x=y=\pi\) and merge with \(u^2\). Beyond this, \(u^2\) has two negative eigenvalues, and the count is \(2-3+1=0\). At \(D=K+X\), the spin-polarized points reach \(x=y=0\) and merge with \(g^2\), which becomes the minimum. The count is then \(1-2+1=0\).

At either merger a Hessian eigenvalue vanishes, so the count of nondegenerate points does not apply there.

### 5. H2 in STO-3G at 4.0 bohr

The computed parameters, in hartree, are \(E_0=-0.6611\), \(D=0.0505\), \(X=0.0011\) and \(K=0.2651\). Since \(K-D-X=0.2135>0\), this is a long bond. The angles follow from

\[
\cos x_s=\frac{0.0505}{0.2662}=0.190,\qquad
\cos x_i=-\frac{0.0505}{0.2641}=-0.191,
\]

so \(x_s=79.1^\circ\) and \(x_i=101.0^\circ\). Energies and Hessian eigenvalues are in hartree:

| Point | \(E\) | Eigenvalues | Index |
|---|---:|---:|---:|
| spin-polarized (2) | −0.9358 | 0.2566, 0.2736 | 0 |
| \(g^2\) | −0.7611 | −0.2157, 0.3146 | 1 |
| \(gu\), \(ug\) | −0.6622 | −0.2688, 0.2710 | 1 |
| \(u^2\) | −0.5590 | −0.3167, 0.2135 | 1 |
| ionic (2) | −0.3863 | −0.2759, −0.2544 | 2 |

Inserting the angles into (2) gives the extreme energies:

\[
E_{\min}=E_0-K-\frac{D^2}{K+X}=-0.6611-0.2651-0.0096=-0.9358,
\]
\[
E_{\max}=E_0+K+\frac{D^2}{K-X}=-0.6611+0.2651+0.0097=-0.3863 .
\]

With \(E(g^2)=E_0-2D+X\), the symmetric solution lies above the minima by

\[
E(g^2)-E_{\min}=\frac{(K+X-D)^2}{K+X}=\frac{(0.2157)^2}{0.2662}=0.1748\ \text{hartree}=4.76\ \text{eV}.
\]

The minima have \(\langle S^2\rangle=0.964\), so they are not spin eigenstates. Their spin populations differ by 1.964 between the atoms. At the ionic maxima the electron numbers differ by 1.963.

An SCF run from a spin-polarized start reached a minimum. A run started with half an electron of each spin on each atom converged to \(g^2\), although it is a saddle. A symmetric density gives a symmetric Fock matrix, whose orbitals are again \(g\) and \(u\), so such a run stays among \(g^2\), \(gu\), \(ug\) and \(u^2\). Which of them it ends on depends on the start: at this distance runs started at \(gu\) or \(u^2\) stay at those saddles. SCF convergence therefore does not establish that a solution is a minimum.

The minima merge with \(g^2\) at 2.180 bohr, and the maxima merge with \(u^2\) at 2.254 bohr. The numerical check found four, six and eight points at 2.080, 2.217 and 2.354 bohr, with alternating sum zero each time. The long-bond condition held at all sampled distances from just above 2.254 bohr, where the maxima merge with \(u^2\), to 8.0 bohr.

These numbers belong to STO-3G and are far from the basis-set limit. In cc-pVQZ at 4.0 bohr the spin-polarized UHF energy is −1.0028 hartree, the restricted solution lies 2.49 eV above it rather than 4.76 eV, \(\langle S^2\rangle=0.931\), and the two solutions merge at 2.30 bohr. Much of the shift comes from the 1s exponent: changing it from 1.24 to 1 in the minimal basis gives 2.90 eV and 2.30 bohr. The torus and the count of eight points are properties of the two-function basis.

## Numbers as computed

```
H2, STO-3G, real UHF, M_S = 0
bond length = 4.0 bohr
overlap of the 1s functions = 0.098133
E0 = -0.661129 hartree
D = 0.050514 hartree
X = 0.001075 hartree
K = 0.265128 hartree
K - D - X = 0.213539 hartree
(aa|aa) = 0.778289 hartree
(aa|bb) = 0.248033 hartree
cos x, spin-polarized = 0.189758
cos x, ionic = -0.191303
point   x/deg    y/deg    E/hartree  index
spin1   79.061  -79.061    -0.935842    0
spin2  -79.061   79.061    -0.935842    0
g2       0.000    0.000    -0.761082    1
gu       0.000  180.000    -0.662204    1
ug     180.000    0.000    -0.662204    1
u2     180.000  180.000    -0.559026    1
ion1   101.029  101.029    -0.386337    2
ion2  -101.029 -101.029    -0.386337    2
point  Hessian eigenvalues/hartree
spin1    0.256617    0.273639
spin2    0.256617    0.273639
g2      -0.215689    0.314567
gu      -0.268823    0.270972
ug      -0.268823    0.270972
u2      -0.316717    0.213539
ion1    -0.275866   -0.254390
ion2    -0.275866   -0.254390
point   <S^2>   charge diff.  spin diff. (electrons)
spin1   0.9640    -0.0000     1.9637
spin2   0.9640    -0.0000    -1.9637
g2      0.0000    -0.0000     0.0000
gu      1.0000     0.0000    -0.0000
ug      1.0000     0.0000    -0.0000
u2     -0.0000     0.0000     0.0000
ion1   -0.0000     1.9631     0.0000
ion2   -0.0000    -1.9631     0.0000
minima, saddles, maxima = [2, 4, 2]
alternating count = 0
mesh cells with winding +1, -1 = 4, 4
SCF energy, polarized start = -0.935842 hartree
SCF energy, symmetric start = -0.761082 hartree
g2 above minima = 0.174760 hartree = 4.7555 eV
minima merge with g2 at R = 2.17969 bohr
maxima merge with u2 at R = 2.25412 bohr
R = 2.07969 bohr: counts [1, 2, 1], sum 0
R = 2.21691 bohr: counts [2, 3, 1], sum 0
R = 2.35412 bohr: counts [2, 4, 2], sum 0
long-bond condition scanned up to R = 8.0 bohr
D, X at scan end = 8.401e-04, 3.635e-07 hartree
```
